# The Kennedy-O'Brien relation: donor profiles from equilibrium electron profiles

In a silicon layer whose donor density rises from $10^{16}$ to $10^{17}\ \mathrm{cm^{-3}}$ around a depth of 400 nm, the calculated equilibrium electron density at 360 nm is $1.916\times10^{16}\ \mathrm{cm^{-3}}$, while the donor density there is $1.205\times10^{16}\ \mathrm{cm^{-3}}$. A measurement that counted the electrons perfectly would therefore overstate the donors by 59%. The excess electrons have come from the more heavily doped side, and the electric field that holds them in place is written into the shape of the electron profile itself. This makes it possible to recover the donors from the electrons.

Let the semiconductor vary along $x$ only. The elementary charge is $q>0$, the temperature is $T$, the permittivity $\varepsilon$ is uniform, and $n(x)$ is the electron density in thermal equilibrium. The density of fixed positive charge, in units of $q$, is $N(x)$: ionised donors less any ionised acceptors. Holes are neglected. In the equilibrium profile of the example their density is at most about $10^{-12}$ of the donor density; at the Schottky contact used later it rises to about $2\times10^{-4}$ of it, which is still a negligible charge.

Electrons near a parabolic conduction-band edge $E_c$ have the density

$$
n=N_c\,\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}},\qquad
\eta=\frac{E_F-E_c}{kT},
$$

where $N_c$ is the effective density of states and $E_F$ the Fermi level. For negative $\eta$ the occupation factor can be expanded as $e^{\eta-t}-e^{2(\eta-t)}+\dots$. Since $\int_0^\infty\sqrt t\,e^{-mt}dt=\tfrac12\sqrt\pi\,m^{-3/2}$, integration term by term gives

$$
\frac{n}{N_c}=e^{\eta}-\frac{e^{2\eta}}{2^{3/2}}+\dots
$$

The first term is the Boltzmann law, and the relative size of the next is $e^\eta/2^{3/2}$. With $N_c=2.83\times10^{19}\ \mathrm{cm^{-3}}$ and $n=10^{17}\ \mathrm{cm^{-3}}$ it is $0.00353/2.83$, or about 0.12%. I keep the Boltzmann term.

In equilibrium $E_F$ does not depend on $x$. If the band edge moves only because of the electrostatic potential $\phi$, then $E_c=\text{const}-q\phi$, the minus sign arising from the electron's negative charge. Taking the logarithm of $n=N_ce^\eta$ with uniform $N_c$ gives

$$
\ln n=\text{const}+\frac{q\phi}{kT}.
$$

The field $E=-d\phi/dx$ is therefore

$$
E=-\frac{kT}{q}\,\frac{d\ln n}{dx}.
$$

The same result follows from zero electron current. The drift and diffusion terms, $q\mu nE+qD\,dn/dx$, must cancel, and with the Einstein relation $D=\mu kT/q$ the mobility $\mu$ drops out. The field points from high to low electron density; it pushes electrons back towards the dense side and so balances diffusion.

Gauss's law relates the slope of the field to the net charge:

$$
\frac{dE}{dx}=\frac{q}{\varepsilon}\,(N-n).
$$

Solving for $N$ and inserting the field gives

$$
N=n+\frac{\varepsilon}{q}\frac{dE}{dx}
=n-\frac{\varepsilon kT}{q^2}\,\frac{d^2\ln n}{dx^2}.
$$

This is the Kennedy-O'Brien relation. With the abbreviation $A=\varepsilon kT/q^2$ it reads

$$
\boxed{N(x)=n(x)-A\,\frac{d^2\ln n}{dx^2}}
$$

No assumption of small deviations from neutrality has been made. Under the stated conditions the relation is exact, and it needs neither $N_c$ nor the position of the Fermi level. It is also local: finding $n$ from $N$ requires the solution of a nonlinear differential equation with boundary conditions, whereas finding $N$ from $n$ requires only differentiation.

The sign has a direct reading. Where $\ln n$ curves upwards, electrons outnumber donors; where it curves downwards, donors outnumber electrons. Integration between two points gives

$$
\int_{x_1}^{x_2}(N-n)\,dx=-A\left[\frac{d\ln n}{dx}\right]_{x_1}^{x_2}.
$$

If the profile is flat at both ends, the right side vanishes. The electrons then give the correct total number of donors per area, although they give the wrong distribution.

An extreme case shows that the second term need not be small. Take $n=2A/(x+a)^2$ for $x\ge0$, with $a>0$. Its logarithm is a constant minus $2\ln(x+a)$, so the second derivative is $2/(x+a)^2$. Multiplied by $A$ this equals $n$, and the relation returns $N=0$. The profile is an electron layer held against a charged boundary in a region without donors, and the correction removes all of the apparent doping.

For the example, the relative permittivity is 11.7 and the temperature 300 K, so that $kT/q=0.02585$ V and

$$
A=1.6715\times10^{5}\ \mathrm{cm^{-1}}
=1.6715\times10^{19}\ \mathrm{cm^{-3}\,nm^2}.
$$

The second form suits densities in $\mathrm{cm^{-3}}$ and distances in nm. The donor profile is

$$
N(x)=N_1+\frac{N_2-N_1}{2}\left[1+\operatorname{erf}\!\left(\frac{x-x_0}{\sqrt2\,\sigma}\right)\right],
$$

with $N_1=10^{16}\ \mathrm{cm^{-3}}$, $N_2=10^{17}\ \mathrm{cm^{-3}}$, $x_0=400$ nm and $\sigma=20$ nm. The electron profile was found by solving the nonlinear Poisson equation for these donors, with zero field at both distant ends.

The relation can be tried by hand on electron densities 20 nm apart. In units of $10^{16}\ \mathrm{cm^{-3}}$ they are 1.4689 at 340 nm, 1.9156 at 360 nm and 2.9357 at 380 nm. A second difference gives

$$
\frac{d^2\ln n}{dx^2}\approx
\frac{\ln(2.9357/1.9156)-\ln(1.9156/1.4689)}{(20\ \mathrm{nm})^2}
=\frac{0.4269-0.2655}{400\ \mathrm{nm^2}}
=4.03\times10^{-4}\ \mathrm{nm^{-2}}.
$$

Multiplication by $A$ gives $0.674\times10^{16}\ \mathrm{cm^{-3}}$, and the recovered density is $1.9156-0.6744=1.2412$ in the same units. The true value is 1.205, so an error of 59% has fallen to 3%, even with this coarse spacing. At 400 nm, where the electron density is 4.984, the logarithm curves downwards. The neighbours 2.9357 and 7.5702 give a second derivative of $-2.78\times10^{-4}\ \mathrm{nm^{-2}}$, and the recovered density is $4.9837+0.4646=5.4483$, against a true value of 5.500. The last digit of these densities depends on the grid of the Poisson solution and moves by up to one unit when the solution is refined.

The distance over which electrons fail to follow donors comes from a weak ripple on a uniform density $N_0$. Let $N=N_0(1+\alpha\cos kx)$ and $n=N_0(1+\beta\cos kx)$, with both amplitudes much smaller than one. To first order $\ln n=\ln N_0+\beta\cos kx$, whose second derivative is $-k^2\beta\cos kx$. The relation then gives

$$
N_0\alpha=N_0\beta+Ak^2\beta,
\qquad
\frac{\beta}{\alpha}=\frac{1}{1+k^2L^2},
\qquad
L=\sqrt{\frac{A}{N_0}}.
$$

Here $L$ is the Debye length. Ripples much longer than $2\pi L$ are reproduced by the electrons; for much shorter ones the response falls as $1/(kL)^2$. This is a classical result: once the period approaches the thermal wavelength of the electrons the response is smaller still, at $10^{17}\ \mathrm{cm^{-3}}$ by about 8% for a period of 20 nm and, depending on the crystal direction of the ripple, by 28 to 30% for 10 nm. On the lightly doped side of the example $L=40.9$ nm. For a period of 200 nm, $k^2L^2=1.65$, and the electrons carry a fraction 0.377 of the donor ripple. A solution of the nonlinear equation with a ripple of relative amplitude 0.001 gives the same 0.377. On the heavily doped side $L$ is only 12.9 nm. The parameter $\sigma=20$ nm lies between the two Debye lengths, and the donors rise from 10% to 90% of the step over 51 nm. A step wider than both lengths is still not followed closely: the largest excess of electrons over donors is 60% here, 26% for $\sigma=41$ nm, 15% for 60 nm and 7% for 100 nm.

The opposite limit is an abrupt step in $N$. The charge density stays finite, so the field is continuous, and with it both $\ln n$ and its first derivative. Applying the relation on each side of the step and subtracting gives

$$
N(x_0^+)-N(x_0^-)=-A\left[\frac{d^2\ln n}{dx^2}\right]_{x_0^-}^{x_0^+}.
$$

The electron profile is smooth to the eye, and the step survives only as a jump in its curvature. Finite sampling keeps the height of such a jump but blurs its position. For an abrupt step from $10^{16}$ to $10^{17}\ \mathrm{cm^{-3}}$ sampled every 5 nm, points within about 4 nm of the step take intermediate values, while points one spacing or more away are within 3% of the true density. The sampling distance thus sets a practical limit on recovery.

Let the samples be a distance $h$ apart. For a smooth profile, adding the Taylor expansions of $\ln n(x+h)$ and $\ln n(x-h)$ cancels the odd terms, so that

$$
\frac{\ln n(x+h)-2\ln n(x)+\ln n(x-h)}{h^2}
=\frac{d^2\ln n}{dx^2}+\frac{h^2}{12}\frac{d^4\ln n}{dx^4}+\dots
$$

The recovered density has a bias $-(Ah^2/12)\,d^4\ln n/dx^4$ to leading order. Between 300 and 460 nm the largest error relative to the true donors is 0.30% for $h=5$ nm and 1.19% for $h=10$ nm, a ratio close to the expected four. At 1 nm it is 0.009%. That last figure is somewhat flattered, because the electron profile was itself computed with finite differences, on a 0.5 nm grid, and part of the discretisation error cancels; an accurately integrated profile gives 0.012%, in line with the $h^2$ law.

Noise pulls the other way. Suppose that each sampled density carries an independent relative error $r\xi_i$, where $\xi_i$ has zero mean and unit variance and $r\ll1$. Since $\ln(1+r\xi_i)\approx r\xi_i$, the error in the recovered density is

$$
\delta N=r\left[(n+2B)\,\xi_0-B\,\xi_+-B\,\xi_-\right],\qquad B=\frac{A}{h^2}.
$$

Independent errors add in squares, and the standard deviation is

$$
\sigma_N=r\sqrt{(n+2B)^2+2B^2}.
$$

When $B\gg n$ this becomes $\sqrt6\,rA/h^2$. With $r=0.1\%$ at the centre of the step, random sampling gives $\sigma_N=1.03\times10^{16}\ \mathrm{cm^{-3}}$ for $h=2$ nm, which is 19% of the donor density there. For $h=10$ nm it gives $4.5\times10^{14}\ \mathrm{cm^{-3}}$, or 0.8%. Both agree with the formula within 2%. For this profile and noise level, 10 nm is the better of the two spacings: its bias of at most 1.2% is far smaller than the noise it removes. Relative to the donors the noise is larger on the lightly doped side: at 300 nm the formula gives about 100% for $h=2$ nm and 4% for $h=10$ nm. At $h=10$ nm the noise exceeds the bias at every depth from 300 to 460 nm, by a factor of at least 1.7; at 15 nm the bias is the larger at the centre of the step.

It remains to ask whether capacitance-voltage analysis supplies the $n(x)$ that the relation requires. Let a Schottky contact lie at $x=0$, and let the reverse bias increase by $\Delta V$. The potential at the contact then changes by $-\Delta V$ relative to the deep interior. Let $m(x)$ be the density of electrons removed by this step. The donor charge is taken as fixed, so subtracting Poisson's equation before and after the step leaves

$$
\frac{d^2\Delta\phi}{dx^2}=-\frac{q}{\varepsilon}\,m(x).
$$

Multiply by $x$ and integrate from the contact to a depth $\ell$ where nothing changes. Integration by parts turns the left side into

$$
\left[x\frac{d\Delta\phi}{dx}-\Delta\phi\right]_0^\ell=\Delta\phi(0)=-\Delta V,
$$

because $\Delta\phi$ and its derivative vanish at $\ell$. Hence $\Delta V=(q/\varepsilon)\int x\,m\,dx$. The charge removed per area is $\Delta Q=q\int m\,dx$, and with $C=\Delta Q/\Delta V$

$$
w\equiv\frac{\varepsilon}{C}=\frac{\int x\,m\,dx}{\int m\,dx}.
$$

The depth obtained from the capacitance is the centroid of the removed electrons. In the simulated sweep the two sides agree within 0.01%.

The usual C-V density is $N_{CV}=2/[q\varepsilon\,d(C^{-2})/dV]$. Since $C^{-2}=w^2/\varepsilon^2$, its derivative is $(2w/\varepsilon^2)\,dw/dV$, and

$$
N_{CV}\,dw=\frac{\varepsilon}{qw}\,dV=\frac{C\,dV}{q}=\frac{dQ}{q}.
$$

Thus $N_{CV}$ counts electrons removed per unit advance of their centroid. In uniform material, with the contact region fully depleted, an increase in bias shifts the edge of the electron distribution without changing its shape. A shift $ds$ removes $N\,ds$ electrons per area and moves the centroid by $ds$, so $N_{CV}=N$. In nonuniform material the edge changes shape as it moves, and the removed electrons are spread over a finite range around $w$. Nothing in the derivation then makes $N_{CV}(w)$ equal to the equilibrium density $n(w)$.

The size of the difference was found by simulating a sweep from 0 to 6 V reverse bias. With a barrier of 0.70 V the built-in band bending is 0.554 V. Between the midpoints of the first and last 20 mV bias steps, at 0.01 and 5.99 V, the capacitance falls from 41.9 to 21.7 $\mathrm{nF/cm^2}$, which moves $w$ from 247 to 478 nm. Between 300 and 460 nm, $N_{CV}$ differs from the equilibrium electrons by 3.2% and from the donors by 31%, both as root-mean-square relative deviations. In this root-mean-square sense the C-V profile of the example is much closer to the electrons than to the donors. This does not hold at every depth: at 460 nm it lies nearer the donors.

Inserting $N_{CV}$ for $n$, with a sampling distance of 5 nm, reduces the deviation from the donors from 31% to 9.3%. The improvement is not uniform:

| Depth (nm) | Donors | $N_{CV}$ | Corrected $N_{CV}$ |
|---|---|---|---|
| 360 | 1.205 | 1.923 | 1.360 |
| 380 | 2.428 | 2.798 | 2.128 |
| 400 | 5.500 | 4.695 | 4.841 |
| 460 | 9.988 | 9.913 | 10.081 |

All densities are in $10^{16}\ \mathrm{cm^{-3}}$. At 360 nm the error falls from 60% to 13%. At 380 nm it changes sign, from 15% too high to 12% too low; at 400 nm it shrinks only from 15% to 12%; and at 460 nm it grows slightly, from 0.8% to 0.9%. The same operation on the true electron profile, at the same spacing, errs by at most 0.3%. The remaining error therefore comes mainly from the difference between $N_{CV}$ and $n$, which the second derivative magnifies. The noise law above cannot be applied with $r$ set to the error of the capacitance, because $N_{CV}$ is itself formed from a difference of capacitance readings. If each reading has an independent relative error $r_C$ and one bias step advances the depth by $\Delta w$, the difference of $C^{-2}\propto w^2$ has the relative error $\sqrt2\,r_C\,w/\Delta w$. With 20 mV steps this factor is of order $10^2$ at 310 nm and about $2\times10^3$ at 450 nm. On the lightly doped side, where 5 nm spans only one or two bias steps, neighbouring samples also share readings and their errors are correlated. The deviations also depend on the side from which the step is depleted. With the same step mirrored, so that the contact lies on the heavily doped side 200 nm from its centre, $N_{CV}$ differs from the electrons by 4.7% and from the donors by 36%, and the correction lowers the latter only to 15%, over the mirrored window from 140 to 300 nm. Reaching 300 nm from that side takes about 3 V and a contact field of 0.32 MV/cm.

The material parameters are rough typical values for moderately doped silicon, and the step is a chosen model profile, not a measured one. Three simplifications matter for such a layer. First, donors with an ionisation energy of roughly 45 meV are not all ionised in equilibrium at 300 K. When this is included in the electron calculation, the relation recovers the ionised density, as it should, and this differs from the total donor density by up to 3.7%. That figure assumes a single level with degeneracy two; a 54 meV level gives about 5%, and counting the excited valley-orbit states of phosphorus gives about 13% at $10^{17}\ \mathrm{cm^{-3}}$. Second, doping can lower the conduction-band edge by an amount $\delta(x)$ that is not electrostatic. Then $\ln n=\text{const}+(q\phi+\delta)/kT$, and repeating the derivation gives

$$
N=n-A\frac{d^2\ln n}{dx^2}+\frac{A}{kT}\frac{d^2\delta}{dx^2}.
$$

A lowering of 3 meV across the step, following the donor profile, produces an error of up to 5.9% if the last term is left out. This figure assumes a lowering linear in $N$; other dependences on $N$ with the same 3 meV total give between about 4% and 11%, for instance 4% for $N^2$, 8% for $N^{1/2}$, 9% for $N^{1/3}$ and 11% for $\ln N$. The 3 meV is a rough assumed size, but it shows that a shift well below $kT$ can matter when it varies over a short distance. Third, the donors are treated as a smooth charge, although their mean spacing is 46 nm at $10^{16}$ and 22 nm at $10^{17}\ \mathrm{cm^{-3}}$, with only about three and one per sphere of radius $L$. The densities $N(x)$ and $n(x)$ are therefore averages over the area. The random potential, roughly 6 to 11 meV root-mean-square by linear screening, enters the average of $n$ like a $\delta(x)$ rising from about 0.8 to 2.4 meV, which on a rough estimate changes the recovered density by about 5%. The mutual screening of the electrons gives, in the same linear theory, a lowering that rises from 1.5 to 4.8 meV, and the two together change the recovered density by about 8%. Both are sources of the band-edge lowering above and should not be added to the assumed 3 meV. Fermi-Dirac statistics change the recovered density by at most 0.03% here, and a first-order estimate of quantum smoothing with the lightest silicon mass gives 0.2%. In the equilibrium relation the anisotropy of the mass otherwise enters through $N_c$, which cancels. These percentages refer to the equilibrium profile; the C-V sweep assumed complete ionisation and no band-edge shift. With incomplete ionisation the bias also removes electrons bound to donors, so on the heavily doped side $N_{CV}$ changes by less than 1% while $n$ falls; where the doping levels off, from about 440 nm, $N_{CV}$ lies nearer the total donor density than $n$. Its deviation from the equilibrium electrons then rises from 3.2% to 3.7% for the single 45 meV level and to about 9% with the valley-orbit states, while the corrected profile stays 9 to 10% from the total donors.

The sweep also needs the electrons to remain close to equilibrium under bias. At 6 V the peak field is 0.18 MV/cm. With rough coefficients the avalanche integral is 0.014, far below the value of one that marks breakdown. Tunnelling raises the estimated leakage by a factor that depends on the barrier model: the exponent for a triangular barrier alone gives 1.4, and a WKB integral through the image-lowered barrier with the light mass gives 1.7 to 2.2. The leakage is thus 1.5 to $2.4\times10^{-4}\ \mathrm{A/cm^2}$. The drop in the electron quasi-Fermi level that drives this current, $\int J\,dx/(q\mu n)$, taken over the region where $n$ exceeds one thousandth of $N$, is below $10^{-8}$ V at 6 V and about $5\times10^{-8}$ V between 0.1 and 1 V, where the current still crosses lightly doped material. Compared with $kT/q$ this is negligible, so leakage does not disturb the Boltzmann relation between electrons and potential in that region. These figures are for the sweep from the lightly doped side. In the mirrored sweep at 3 V the avalanche integral is about five times larger, still far below one, and the triangular-barrier factor is 2.8. In this noise-free simulation the main limit on the C-V result is the step from $N_{CV}$ to $n$.

## Numbers as computed

```
Temperature: 300 K; kT/q: 0.02585 V
Relative permittivity: 11.7
A = eps kT/q^2: 1.6715e+05 cm^-1
Effective density of states Nc: 2.832e+19 cm^-3
Donor limits: 1.0e+16, 1.0e+17 cm^-3
Step centre, Gaussian width: 400, 20 nm
Debye lengths, low and high side: 40.88, 12.93 nm
Equilibrium potential step: 0.05952 V
Ripple period: 200 nm; relative amplitude: 0.001
Ripple response, solved and formula: 0.37740, 0.37739
Profiles in 1e16 cm^-3; relation sampled at 1 nm, C-V at 5 nm
x/nm   donors  electrons recovered   N_CV  corrected_N_CV
 300    1.0000    1.1489    1.0000    1.1777    1.0321
 320    1.0003    1.2584    1.0003    1.2970    1.0668
 340    1.0121    1.4689    1.0121    1.5107    1.1452
 360    1.2048    1.9156    1.2048    1.9227    1.3599
 380    2.4279    2.9357    2.4281    2.7975    2.1275
 400    5.5000    4.9837    5.4999    4.6954    4.8407
 420    8.5721    7.5702    8.5719    7.5350    8.7519
 440    9.7952    9.2317    9.7953    9.3791   10.0477
 460    9.9879    9.8153    9.9879    9.9126   10.0810
All profile deviations below: depth window 300 to 460 nm
Largest error taking electrons as donors: 59.67 %
Largest recovery error at 1 nm: 0.009 %
Largest recovery error at 5 nm: 0.298 %
Largest recovery error at 10 nm: 1.186 %
Relative noise per density sample: 0.10 %
Recovered noise at 2 nm, step centre: 1.026e+16 cm^-3
Recovered noise at 10 nm, step centre: 4.517e+14 cm^-3
RMS N_CV versus electrons: 3.16 %
RMS N_CV versus donors: 30.83 %
RMS corrected N_CV versus donors: 9.27 %
Barrier, built-in bending: 0.70, 0.5540 V
Reverse bias range: 0.0 to 6.0 V
C at sweep ends: 41.92, 21.66 nF/cm^2
Depth eps/C at sweep ends: 247.1, 478.2 nm
Largest degeneracy error: 0.027 %
Donor ionisation energy (rough): 45 meV
Largest unionised-donor error: 3.67 %
Band-edge shift across step (rough): 3.0 meV
Largest band-shift error: 5.90 %
Largest quantum error, estimate: 0.19 %
Largest hole/donor ratio: 8.70e-13
Peak field at largest bias: 0.1829 MV/cm
Avalanche integral, rough coefficients: 1.382e-02
Tunnelling factor on leakage: 1.382
Image-force barrier lowering: 0.0474 V
Leakage estimate: 1.49e-04 A/cm^2
Quasi-Fermi drop where n > 0.001 N: 5.39e-09 V
```
